\section*{Second-order Ham terms and zero-phonon fine structure in T x e}

\section*{Setting}

An orbital triplet with states $|x\rangle,|y\rangle,|z\rangle$ and spin $S$ is coupled linearly to one pair of vibrations of $e$ symmetry. The Hamiltonian is
\begin{equation}
H=\hbar\omega\,(n_\theta+n_\varepsilon)+\hbar\omega k\,(q_\theta E_\theta+q_\varepsilon E_\varepsilon)+\lambda\,\mathbf L\cdot\mathbf S ,
\label{H}
\end{equation}
with $n_\mu=a_\mu^\dagger a_\mu$ and $q_\mu=(a_\mu+a_\mu^\dagger)/\sqrt2$. The zero-point energy is omitted, and $\mathbf L$ and $\mathbf S$ are in units of $\hbar$. The orbital operators are
\begin{equation}
E_\theta=\mathrm{diag}(-\tfrac12,-\tfrac12,1),\qquad
E_\varepsilon=\mathrm{diag}(\tfrac{\sqrt3}2,-\tfrac{\sqrt3}2,0),\qquad
(L_m)_{ij}=-i\epsilon_{mij}.
\end{equation}
The triplet thus acts as an effective $l=1$; any numerical factor linking the true orbital momentum to $\mathbf L$ is absorbed in $\lambda$. The model has equal force constants in all orbital states and contains no strain, no further electronic terms and no spin--spin coupling. Spin--orbit coupling is treated as a perturbation, for which $|\lambda|\ll\hbar\omega$ is sufficient.

The zero-phonon states are the $3(2S+1)$ states that form the degenerate ground level at $\lambda=0$. The problem is to find how spin--orbit coupling splits them, and when the second order in $\lambda$ outweighs the first.

\section*{(a) The problem without spin--orbit coupling}

\textbf{Question.} Solve \eqref{H} for $\lambda=0$. Find the energy gained by distortion, the vertical gap to the other orbital states at a minimum, and the distance between the minima.

\textbf{Solution.} $E_\theta$ and $E_\varepsilon$ are both diagonal, so the orbital index $i$ is conserved. Collect their diagonal elements in unit vectors
\begin{equation}
\mathbf e_x=(-\tfrac12,\tfrac{\sqrt3}2),\quad \mathbf e_y=(-\tfrac12,-\tfrac{\sqrt3}2),\quad \mathbf e_z=(1,0),\qquad \mathbf e_i\cdot\mathbf e_j=-\tfrac12\ \ (i\neq j).
\end{equation}
In orbital state $i$, completing the square for each mode gives
\begin{equation}
a_\mu^\dagger a_\mu+\frac{k e_{i\mu}}{\sqrt2}(a_\mu+a_\mu^\dagger)
=\Big(a_\mu^\dagger+\frac{k e_{i\mu}}{\sqrt2}\Big)\Big(a_\mu+\frac{k e_{i\mu}}{\sqrt2}\Big)-\frac{k^2e_{i\mu}^2}{2}.
\end{equation}
Summing over $\mu$ with $|\mathbf e_i|=1$,
\begin{equation}
H_i=\hbar\omega\sum_\mu b_{i\mu}^\dagger b_{i\mu}-E_{JT},\quad
b_{i\mu}=a_\mu-\alpha_{i\mu},\quad
\boldsymbol\alpha_i=-\frac{k\,\mathbf e_i}{\sqrt2},\quad E_{JT}=\frac{\hbar\omega k^2}{2}.
\end{equation}
These are three displaced oscillators with the same levels $n\hbar\omega-E_{JT}$. Let $g=E_{JT}/\hbar\omega=k^2/2$. Then $|\boldsymbol\alpha_i|^2=g$ and $\boldsymbol\alpha_i\cdot\boldsymbol\alpha_j=-g/2$, so that
\begin{equation}
|\boldsymbol\alpha_i-\boldsymbol\alpha_j|^2=g+g+g=3g\qquad(i\ne j).
\label{dist}
\end{equation}

The potential sheets are $U_i=\hbar\omega(\tfrac12 q^2+k\,\mathbf q\cdot\mathbf e_i)$. At the minimum $\mathbf q=-k\mathbf e_i$ of sheet $i$,
\begin{equation}
U_i=\hbar\omega(\tfrac12k^2-k^2)=-E_{JT},\qquad
U_j=\hbar\omega(\tfrac12k^2+\tfrac12k^2)=2E_{JT}.
\end{equation}
The vertical gap is therefore $3E_{JT}$.

\section*{(b) First order}

\textbf{Question.} Project $\lambda\mathbf L\cdot\mathbf S$ on the zero-phonon states.

\textbf{Solution.} Let $|0_i\rangle$ be the vibrational ground state of well $i$, taken as a positive Gaussian. Since $b_{k\mu}=b_{i\mu}+\alpha_{i\mu}-\alpha_{k\mu}$ and $b_{i\mu}|0_i\rangle=0$, this state is a coherent state of well $k$ with the real amplitude $\boldsymbol\beta_i=\boldsymbol\alpha_i-\boldsymbol\alpha_k$. Its overlap with the state of well $k$ holding $n_\theta$ and $n_\varepsilon$ quanta is
\begin{equation}
\langle n_\theta n_\varepsilon;k|0_i\rangle=e^{-|\boldsymbol\beta_i|^2/2}\,
\frac{\beta_{i\theta}^{\,n_\theta}\,\beta_{i\varepsilon}^{\,n_\varepsilon}}{\sqrt{n_\theta!\,n_\varepsilon!}} .
\label{overlap}
\end{equation}
For no quanta and $i\neq k$, \eqref{dist} gives the overlap
\begin{equation}
\gamma=e^{-3g/2}.
\end{equation}
$\mathbf L$ has no diagonal elements in the basis $x,y,z$, so every element of the projected operator carries this factor:
\begin{equation}
H^{(1)}=\lambda\gamma\,\mathbf L\cdot\mathbf S .
\end{equation}
This is the Ham quenching. The spin--orbit operator changes the orbital but leaves the nuclei in place, and the displaced ground states overlap only in part, and barely at all for $g\gg1$. An orbital operator diagonal in $x,y,z$ is multiplied by $\langle0_i|0_i\rangle=1$ and is not quenched. A static strain of $e$ symmetry is of this kind. It shifts the wells against each other at full strength, so the cubic level pattern of part (e) requires a strain splitting small compared with $|\lambda|\gamma$. The anisotropy $D$ of part (d) belongs to a single well and survives a larger strain, as long as that strain is small compared with $3E_{JT}$.

\section*{(c) Second order}

\textbf{Question.} Derive the second-order effective Hamiltonian for any $g$ and any $S$.

\textbf{Solution.} The intermediate states lie in another well $k$ with $n=n_\theta+n_\varepsilon\ge1$ quanta. States with $n=0$ belong to the degenerate ground level and are excluded. The denominator is $-n\hbar\omega$, and
\begin{equation}
H^{(2)}_{ij}=-\frac{\lambda^2}{\hbar\omega}\sum_{k\ne i,j}(\mathbf L\cdot\mathbf S)_{ik}(\mathbf L\cdot\mathbf S)_{kj}
\sum_{n\ge1}\frac1n\sum_{n_\theta+n_\varepsilon=n}\langle0_i|n_\theta n_\varepsilon;k\rangle\langle n_\theta n_\varepsilon;k|0_j\rangle .
\end{equation}
Each element $(\mathbf L\cdot\mathbf S)_{ik}$ is still a spin operator, so the order of the factors matters. With \eqref{overlap} and $|\boldsymbol\beta_i|^2=|\boldsymbol\beta_j|^2=3g$, the binomial theorem gives the innermost sum:
\begin{equation}
e^{-3g}\sum_{n_\theta+n_\varepsilon=n}
\frac{(\beta_{i\theta}\beta_{j\theta})^{n_\theta}(\beta_{i\varepsilon}\beta_{j\varepsilon})^{n_\varepsilon}}{n_\theta!\,n_\varepsilon!}
=e^{-3g}\frac{(\boldsymbol\beta_i\cdot\boldsymbol\beta_j)^n}{n!}.
\label{sum}
\end{equation}
For $i=j$ the scalar product is $3g$. For $i\ne j$ it is
\begin{equation}
(\boldsymbol\alpha_i-\boldsymbol\alpha_k)\cdot(\boldsymbol\alpha_j-\boldsymbol\alpha_k)
=-\tfrac g2+\tfrac g2+\tfrac g2+g=\tfrac{3g}2 .
\end{equation}
The sum over $n$ thus produces two numbers,
\begin{equation}
f_b=e^{-3g}G(3g),\quad f_a=e^{-3g}G(\tfrac{3g}2),\quad
G(x)=\sum_{n\ge1}\frac{x^n}{n\,n!}=\int_0^x\frac{e^t-1}{t}\,dt ,
\end{equation}
where $f_b$ multiplies the part of $(\mathbf L\cdot\mathbf S)^2$ diagonal in the orbital index and $f_a$ the rest.

To write the diagonal part as an operator, take $k\neq i$ and let $m$ be the third index. Then
\begin{equation}
(\mathbf L\cdot\mathbf S)_{ik}(\mathbf L\cdot\mathbf S)_{ki}=(-i)^2\epsilon_{mik}\epsilon_{mki}S_m^2=S_m^2 ,
\end{equation}
because the two symbols have opposite signs. Summing over $k$ gives $\sum_{m\ne i}S_m^2$. Since $(L_m^2)_{ij}=\delta_{ij}(1-\delta_{im})$, this is the diagonal element of $\sum_mL_m^2S_m^2$. Hence
\begin{equation}
H^{(2)}=-\frac{\lambda^2}{\hbar\omega}\Big[f_a(\mathbf L\cdot\mathbf S)^2+(f_b-f_a)\sum_mL_m^2S_m^2\Big].
\label{H2}
\end{equation}

\section*{(d) Strong and weak coupling}

\textbf{Question.} What remains of \eqref{H2} for $g\gg1$, and which energy sets its size? What happens for $g\ll1$?

\textbf{Solution.} For large $x$ the integral for $G$ comes from the region near its upper end. Put $t=x-u$ and expand $1/t=1/x+u/x^2+\dots$. With $\int_0^\infty e^{-u}du=\int_0^\infty ue^{-u}du=1$,
\begin{equation}
G(x)\simeq\frac{e^x}{x}\Big(1+\frac1x+\dots\Big),\qquad
f_b\simeq\frac1{3g}\Big(1+\frac1{3g}\Big),\qquad f_a\simeq\frac{2}{3g}\,e^{-3g/2}.
\end{equation}
The coefficient $f_a$ is exponentially small, like $\gamma$, while $f_b$ falls only as a power. Using $g\hbar\omega=E_{JT}$,
\begin{equation}
H^{(2)}\to-\frac{\lambda^2}{3E_{JT}}\sum_mL_m^2S_m^2 .
\label{strong}
\end{equation}
The process behind $f_b$ leaves well $i$ and returns to it, so no overlap between different vibrational ground states is needed. By \eqref{sum} with $i=j$, the intermediate levels are populated with Poisson weights of mean $3g$. Their typical energy is $3g\hbar\omega=3E_{JT}$, the vertical gap of part (a), although the individual levels start at $\hbar\omega$.

In well $i$ the operator in \eqref{strong} equals $S(S+1)-S_i^2$. Apart from a constant, the second-order term is an axial spin anisotropy along the axis of the occupied orbital:
\begin{equation}
+D\,S_i^2,\qquad D=\frac{\lambda^2f_b}{\hbar\omega}\to\frac{\lambda^2}{3E_{JT}} .
\label{D}
\end{equation}

For $g\ll1$, $G(x)\simeq x$ gives $f_b\simeq3g$ and $f_a\simeq3g/2$. The second-order terms then vanish in proportion to $E_{JT}$, while $\gamma\to1$. The law $\lambda^2/E_{JT}$ therefore belongs to strong coupling.

\section*{(e) The levels for spin 1}

\textbf{Question.} Diagonalize $H^{(1)}+H^{(2)}$ for $S=1$. Which splittings contain no first-order part?

\textbf{Solution.} Use Cartesian spin states $|s_j\rangle$, in which $(S_m)_{ab}=-i\epsilon_{mab}$, and write $|ij\rangle=|i\rangle|s_j\rangle$. Contracting the two antisymmetric symbols,
\begin{equation}
\mathbf L\cdot\mathbf S\,|ij\rangle=|ji\rangle-\delta_{ij}\sum_l|ll\rangle,\qquad
\sum_mL_m^2S_m^2\,|ij\rangle=(1+\delta_{ij})|ij\rangle .
\label{LS}
\end{equation}
The second relation counts the values of $m$ that differ from both $i$ and $j$. For a $T_1$ orbital the common eigenstates are
\begin{itemize}
\item $A_1$: $\sum_l|ll\rangle$, with $\mathbf L\cdot\mathbf S=1-3=-2$;
\item $E$: the two other combinations of the $|ll\rangle$, whose coefficients sum to zero, with $\mathbf L\cdot\mathbf S=1$;
\item $T_1$: $|ij\rangle-|ji\rangle$, with $\mathbf L\cdot\mathbf S=-1$;
\item $T_2$: $|ij\rangle+|ji\rangle$ with $i\neq j$, with $\mathbf L\cdot\mathbf S=1$.
\end{itemize}
The operator $\sum_mL_m^2S_m^2$ equals 2 in $A_1$ and $E$, and 1 in $T_1$ and $T_2$. Inserting these values, with energies measured from $-E_{JT}$,
\begin{align}
\mathcal E(A_1)&=-2\lambda\gamma-\frac{2\lambda^2}{\hbar\omega}(f_a+f_b), &
\mathcal E(E)&=\lambda\gamma-\frac{\lambda^2}{\hbar\omega}(2f_b-f_a),\nonumber\\
\mathcal E(T_1)&=-\lambda\gamma-\frac{\lambda^2}{\hbar\omega}f_b, &
\mathcal E(T_2)&=\lambda\gamma-\frac{\lambda^2}{\hbar\omega}f_b .
\label{levels}
\end{align}
To first order $E$ and $T_2$ coincide. Their separation $\lambda^2(f_b-f_a)/\hbar\omega$ is of second order.

The barycentre of $T_1$ and $T_2$ lies at $-\lambda^2f_b/\hbar\omega$. That of $A_1$ and $E$, weighted with degeneracies 1 and 2, lies at
\begin{equation}
\tfrac13\Big[(-2+2)\lambda\gamma-\frac{\lambda^2}{\hbar\omega}(2f_a+2f_b+4f_b-2f_a)\Big]=-\frac{2\lambda^2f_b}{\hbar\omega}.
\end{equation}
The gap between the barycentres is thus $D$ of \eqref{D}, again with no first-order part. When $D\gg|\lambda|\gamma$, the nine states form a lower group of three ($S_i=0$ in each well) and an upper group of six ($S_i=\pm1$).

\section*{(f) When does the second order dominate?}

\textbf{Question.} Give the condition for $S=1$, and examine $S=1/2$ and $S=3/2$.

\textbf{Solution.} For $S=1$ the first-order levels run from $-2\lambda\gamma$ to $\lambda\gamma$, a width $3|\lambda|\gamma$. At strong coupling
\begin{equation}
\frac{D}{3|\lambda|\gamma}\simeq\frac{|\lambda|}{9E_{JT}}\,e^{3g/2},
\qquad\text{so dominance requires}\qquad \gamma\ll\frac{|\lambda|}{9E_{JT}} .
\label{cond}
\end{equation}
A small $\gamma$ alone is not enough. At fixed $g$ the ratio is proportional to $|\lambda|$, so a sufficiently weak spin--orbit coupling brings the first order back to the lead.

For $S=1/2$, $S_m^2=1/4$ and $\sum_mL_m^2S_m^2=\mathbf L^2/4=1/2$ is a constant. The term that survives quenching splits nothing. For the other term use $S_mS_n=\tfrac14\delta_{mn}+\tfrac i2\epsilon_{mnp}S_p$ and $\mathbf L\times\mathbf L=i\mathbf L$:
\begin{equation}
(\mathbf L\cdot\mathbf S)^2=\tfrac14\mathbf L^2+\tfrac i2(\mathbf L\times\mathbf L)\cdot\mathbf S=\tfrac12-\tfrac12\mathbf L\cdot\mathbf S .
\end{equation}
Since $\mathbf L\cdot\mathbf S$ has the values $1/2$ and $-1$, the splitting is
\begin{equation}
\Delta_{1/2}=\frac32\Big|\lambda\gamma+\frac{\lambda^2f_a}{2\hbar\omega}\Big| .
\label{half}
\end{equation}
At strong coupling the ratio of the magnitudes of the second and first terms tends to $|\lambda|/(3E_{JT})$. Second-order dominance thus needs $S\ge1$.

For $S=3/2$, \eqref{D} gives $D/4$ for $S_i=\pm1/2$ and $9D/4$ for $S_i=\pm3/2$. The twelve states form two groups of six, separated by $2D$.

\section*{(g) The leading error}

\textbf{Question.} Estimate the third-order correction to $D$ for $S=1$ at strong coupling.

\textbf{Solution.} Freeze the nuclei at the minimum of well $i$, where the other two orbitals lie $3E_{JT}$ higher. By \eqref{LS}, $|ii\rangle$ couples with strength $-\lambda$ to each of the two states $|jj\rangle$, $j\ne i$, which also couple to each other with $-\lambda$. Their symmetric combination lies at $3E_{JT}-\lambda$ and is reached with strength $-\sqrt2\lambda$. The state $|ij\rangle$ with $j\neq i$ couples to $|ji\rangle$ alone, with strength $\lambda$. The shifts are
\begin{equation}
\delta_{ii}\simeq-\frac{2\lambda^2}{3E_{JT}-\lambda},\qquad
\delta_{ij}\simeq-\frac{\lambda^2}{3E_{JT}},
\end{equation}
and their difference, expanded to third order, is
\begin{equation}
D\simeq\delta_{ij}-\delta_{ii}\simeq\frac{\lambda^2}{3E_{JT}}\Big(1+\frac{2\lambda}{3E_{JT}}\Big).
\label{third}
\end{equation}
The correction changes sign with $\lambda$ and comes from the lower group, $A_1$ and $E$.

\section*{(h) A numerical case}

\textbf{Question.} Take $S=1$, $\hbar\omega=300$, $E_{JT}=1500$ and $\lambda=60~\mathrm{cm}^{-1}$, which are round model parameters. Evaluate the fine structure and compare it with a diagonalization of \eqref{H}.

\textbf{Solution.} Here $g=5$, $\gamma=e^{-7.5}=5.53\times10^{-4}$, $f_a=8.77\times10^{-5}$ and $f_b=0.0719$. The first-order width falls from $3\lambda=180~\mathrm{cm}^{-1}$ to
\begin{equation}
3\lambda\gamma=180\times5.531\times10^{-4}=0.0996~\mathrm{cm}^{-1}.
\end{equation}
The second-order gap is
\begin{equation}
D=\frac{60^2}{300}\times0.07187=0.862~\mathrm{cm}^{-1},\qquad
\frac{\lambda^2}{3E_{JT}}=\frac{3600}{4500}=0.800~\mathrm{cm}^{-1}.
\end{equation}
The limiting value is lower mainly because it omits the factor $1+1/(3g)=1.067$ of part (d). The ratio $D/(3\lambda\gamma)$ is 8.7, so the second order dominates. This $D$ is that of the isolated triplet only. In a real ion, second-order spin--orbit mixing with other electronic terms also has a part diagonal in $x,y,z$, which by part (b) is not quenched and adds to $D$ in the same form $S_i^2$. It can be as large: for a $d^2$ ${}^3T_1$ term with $B=640$, $C=2900$ and $|\lambda|=60~\mathrm{cm}^{-1}$ it is $1.2~\mathrm{cm}^{-1}$ at $10Dq=8000$ and $0.7~\mathrm{cm}^{-1}$ at $10Dq=18000~\mathrm{cm}^{-1}$. A measured anisotropy therefore cannot be equated with $\lambda^2/(3E_{JT})$.

The diagonalization treats the full Hamiltonian in an undisplaced oscillator basis, and its result does not rest on perturbation theory. Energies from $-E_{JT}$, in $\mathrm{cm}^{-1}$, are:
\begin{center}
\begin{tabular}{lcc}
level & diagonalization & eq.~\eqref{levels}\\
$A_1$ & $-1.820$ & $-1.793$\\
$E$ & $-1.716$ & $-1.691$\\
$T_1$ & $-0.896$ & $-0.896$\\
$T_2$ & $-0.829$ & $-0.829$
\end{tabular}
\end{center}
The barycentre gap from the diagonalization is $0.889~\mathrm{cm}^{-1}$, or $26.6$~GHz. It exceeds the second-order value by $3.0\%$ of that value; for $\lambda=-60~\mathrm{cm}^{-1}$ it falls short by $3.0\%$. Equation \eqref{third} predicts this change of sign and a size of $2\lambda/(3E_{JT})=2.7\%$. It also places the error in $A_1$ and $E$, as the table shows. In a separate test at smaller $\lambda$, halving $\lambda$ reduced the largest level error by a factor close to 8 for $S=1/2$, 1 and $3/2$, as a third-order error requires.

The other spins behave as found in part (f). For $S=1/2$ the full splitting is $0.0507~\mathrm{cm}^{-1}$, against $0.0506$ from \eqref{half}; nothing of size $\lambda^2/(3E_{JT})$ appears in the splitting, and the unquenched term only shifts all six states together by about $-D/2=-0.43~\mathrm{cm}^{-1}$. For $S=3/2$ the gap between the two groups is $1.78~\mathrm{cm}^{-1}$, against $2D=1.72$.

With $\lambda/\hbar\omega=0.2$ held fixed, $D=3\lambda\gamma$ at $g=3.24$. The diagonalization agrees with this crossover: at $g=3$ the gap $D$ is $1.62~\mathrm{cm}^{-1}$ and the $A_1$--$E$ splitting, which is $3\lambda\gamma$ to first order, is $2.16$; at $g=4$ they are $1.15$ and $0.47$. At $g=1$ they are $5.6$ and $43.8$, and the first order leads, although the full width of $48.1$ still exceeds $3\lambda\gamma=40.2$ by $20\%$. Between $g=1$ and $g=5$ both splittings shrink, but the first-order one shrinks far faster. Dominance of the second order thus comes from the loss of its competitor, not from any growth of $D$. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
hw = 300 cm^-1, E_JT = 1500 cm^-1, lambda = 60 cm^-1
g = E_JT/hw = 5.00, lambda/hw = 0.20, 3 E_JT = 4500 cm^-1
gamma = 5.5308e-04, f_a = 8.7732e-05, f_b = 0.07187
strong-coupling limit of f_b, 1/(3g) = 0.06667
first-order lambda*gamma = 0.03319 cm^-1
first-order width 3*lambda*gamma = 0.09956 cm^-1
unquenched width 3*lambda = 180.0 cm^-1
Spin-1 levels from -E_JT (cm^-1): full diagonalization, formula
  A1   -1.82048   -1.79342
  E    -1.71639   -1.69070
  T1   -0.89596   -0.89566
  T2   -0.82902   -0.82929
barycentre gap D, full = 0.88860 cm^-1 = 26.640 GHz
D, second-order formula lambda^2 f_b/hw = 0.86247 cm^-1
D, limit lambda^2/(3 E_JT) = 0.80000 cm^-1
A1-E splitting: full 0.10409, formula 0.10271 cm^-1
T1-T2 splitting: full 0.06694, formula 0.06637 cm^-1
E-T2 splitting: full 0.88737, formula 0.86142 cm^-1
ratio D/(A1-E splitting), full = 8.54
ratio D/(3*lambda*gamma), formula = 8.66
relative deviation of D from formula, lambda > 0: +3.03 %
relative deviation of D from formula, lambda < 0: -2.97 %
estimate 2*lambda/(3 E_JT) = 2.67 %
spin 1/2 total width: full 0.05073, formula 0.05057 cm^-1
spin 3/2 gap: full 1.77756, formula 2D = 1.72494 cm^-1
crossover g where D = 3*lambda*gamma: 3.236
Scan, lambda/hw fixed: g, D full, D formula, A1-E full, 3*lam*gam (cm^-1)
  1.0    5.6441    4.9337   43.7516   40.1634
  2.0    2.7249    2.4873    9.9009    8.9617
  3.0    1.6204    1.5329    2.1565    1.9996
  4.0    1.1463    1.1027    0.4722    0.4462
  5.0    0.8886    0.8625    0.1041    0.0996
Error ratio on halving lambda (8 = cubic), spins 1/2, 1, 3/2: 7.999, 7.998, 7.991
change of levels with smaller basis = 1.0e-09 cm^-1
\end{verbatim}
